# Anti-Bragg intensity zero for an adlayer stronger than its substrate: test program

```python
"""Anti-Bragg specular intensity during growth of a stronger-scattering adlayer.

Result under test: with adlayer/substrate amplitude ratio r = 1.5 and phase pi
per layer, I = f^2 (1/2 - r*theta)^2 first vanishes at theta = 1/(2r) = 1/3.
f: substrate amplitude per site and layer; theta: first-layer coverage.
Amplitudes are in units of f, intensities in units of f^2.
Example: SiGe alloy layer on Si(001), layer spacing a/4, X-rays.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import poisson
from pyscf import gto, scf, dft

RATIO = 1.5
# Rough typical inputs for the example
A_SI, A_GE = 0.5431, 0.566          # lattice constants, nm
PHOTON_KEV = 9.0
ABSORPTION_NM = 1.0e5               # X-ray attenuation length in Si
GROWTH_RATE = 0.01                  # nm/s
TEMPERATURE = 700.0                 # K
C12_OVER_C11 = 0.38
DISP_SI, DISP_GE = 0.2 + 0.3j, -1.5 + 0.7j   # dispersion corrections, electrons
DEBYE_BULK, DEBYE_SURFACE = 540.0, 380.0     # K
BUCKLING = 0.07                     # nm, lower dimer atom below upper one
EXCHANGE = 0.05                     # fraction of adlayer Ge swapped into substrate
LEAK = 0.10                         # chance that an atom landing on an island stays

spacing = A_SI / 4
q = np.pi / spacing                 # nm^-1
wavelength = const.h * const.c / (PHOTON_KEV * 1e3 * const.e) * 1e9
sin_angle = q * wavelength / (4 * np.pi)
damping = spacing / (ABSORPTION_NM * sin_angle)   # amplitude loss per layer

# Substrate: explicit sum over a crystal many absorption lengths deep
n_layers = 2 * int(16 / damping)
even = np.exp(-damping * np.arange(0, n_layers, 2)).sum()
odd = np.exp(-damping * np.arange(1, n_layers, 2)).sum()
substrate = even - odd
assert abs(substrate - 0.5) < 1e-5
assert abs(substrate - 1 / (1 + np.exp(-damping))) < 1e-8


def amplitude(coverages, ratio=RATIO):
    """Explicit sum of substrate and adlayers, phases from layer heights."""
    coverages = np.asarray(coverages, float)
    heights = spacing * np.arange(1, len(coverages) + 1)
    return substrate + ratio * np.sum(coverages * np.exp(1j * q * heights))


def perfect_growth(deposit):
    return np.clip(deposit - np.arange(6), 0, 1)


def growth_zeros(ratio):
    grid = np.linspace(0, 4, 402)
    func = lambda t: amplitude(perfect_growth(t), ratio).real
    vals = [func(t) for t in grid]
    return np.array([brentq(func, grid[i], grid[i + 1])
                     for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0])


zeros = growth_zeros(RATIO)
assert len(zeros) == 4
assert np.allclose(zeros, [1/3, 5/3, 7/3, 11/3], atol=1e-5)
zeros_equal = growth_zeros(1.0)
assert abs(zeros_equal[0] - 0.5) < 1e-5
assert len(growth_zeros(0.4)) == 0      # too weak an adlayer never cancels
full_layer_intensity = [abs(amplitude(perfect_growth(n)))**2 for n in range(3)]
assert np.allclose(full_layer_intensity, [0.25, 1.0, 0.25], atol=1e-4)

# Surface with irregular islands: specular and diffuse parts by Fourier transform
rng = np.random.default_rng(4)
size = 60
freq = np.fft.fftfreq(size)
smooth = np.exp(-200 * (freq[:, None]**2 + freq[None, :]**2))
field = np.fft.ifft2(np.fft.fft2(rng.normal(size=(size, size))) * smooth).real
occupied = np.zeros(size * size)
occupied[np.argsort(field.ravel())[-size * size // 3:]] = 1
columns = substrate + RATIO * occupied * np.exp(1j * q * spacing)
power = abs(np.fft.fft2(columns.reshape(size, size)) / size**2)**2
specular_islands = power[0, 0]
diffuse_islands = power.sum() - power[0, 0]
assert specular_islands < 1e-9
assert abs(diffuse_islands - RATIO**2 * (1/3) * (2/3)) < 1e-6

# Random deposition without interlayer transport
poisson_layers = lambda t: poisson.sf(np.arange(40), t)
random_zero = brentq(lambda t: amplitude(poisson_layers(t)).real, 0.1, 2)
random_first = poisson_layers(random_zero)[0]
assert abs(random_zero - np.log(3) / 2) < 1e-5
assert abs(random_first - (1 - 1 / np.sqrt(3))) < 1e-5


def dip(func):
    """Coverage of least intensity, and that intensity over the starting one."""
    res = minimize_scalar(lambda t: abs(func(t))**2, bounds=(0, 1),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, res.fun / abs(func(0.0))**2


for chi in (0.1, 0.4, 0.9):
    place, left = dip(lambda t: 0.5 - RATIO * t * np.exp(1j * chi))
    assert abs(place - np.cos(chi) / (2 * RATIO)) < 1e-6
    assert abs(left - np.sin(chi)**2) < 1e-8


def form_factor(symbol):
    """Free-atom form factor from the spherically averaged Hartree-Fock density."""
    mol = gto.M(atom=f"{symbol} 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
    dm = np.asarray(scf.hf.init_guess_by_atom(mol))
    kinetic = np.sum(mol.intor("int1e_kin") * dm)
    coulomb, exchange = scf.hf.get_jk(mol, dm)
    energy = np.sum((scf.hf.get_hcore(mol) + 0.5 * coulomb - 0.25 * exchange) * dm)
    assert abs(energy / kinetic + 1) < 2e-3           # virial theorem
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    ao = dft.numint.eval_ao(mol, grid.coords)
    charge = grid.weights * np.sum((ao @ dm) * ao, axis=1)
    assert abs(charge.sum() - mol.nelectron) < 2e-3
    q_bohr = q * 1e9 * const.physical_constants["Bohr radius"][0]
    radius = np.linalg.norm(grid.coords, axis=1)
    radial = np.sum(charge * np.sinc(q_bohr * radius / np.pi))
    directed = np.sum(charge * np.cos(q_bohr * grid.coords[:, 2]))
    assert abs(radial - directed) < 5e-3              # isotropic atom
    return radial


f_si, f_ge = form_factor("Si"), form_factor("Ge")
x_ge = (RATIO - 1) / (f_ge / f_si - 1)
assert 0 < x_ge < 1
f_alloy = (1 - x_ge) * f_si + x_ge * f_ge

# Sizes of neglected effects
misfit = x_ge * (A_GE / A_SI - 1)
strain_z = misfit * (1 + 2 * C12_OVER_C11)
chi_strain = np.pi * strain_z
strain_dip = dip(lambda t: 0.5 - RATIO * t * np.exp(1j * chi_strain))

si_c, ge_c = f_si + DISP_SI, f_ge + DISP_GE
ratio_c = ((1 - x_ge) * si_c + x_ge * ge_c) / si_c
dispersion_dip = dip(lambda t: 0.5 - ratio_c * t)


def exposed(t, w):
    """Exposed atoms carry the mean factor w; covered atoms are bulk-like."""
    return -0.5 + t + (1 - t - RATIO * t) * w


def mean_square(debye):   # classical Debye value along one axis, nm^2
    mass = 28.09 * const.atomic_mass
    return 3e18 * const.hbar**2 * TEMPERATURE / (mass * const.k * debye**2)


extra_u2 = mean_square(DEBYE_SURFACE) - mean_square(DEBYE_BULK)
w_vibration = np.exp(-q**2 * extra_u2 / 2)
vibration_dip = dip(lambda t: exposed(t, w_vibration))
w_buckled = (1 + np.exp(-1j * q * BUCKLING)) / 2
buckled_dip = dip(lambda t: exposed(t, w_buckled))
buckled_at_third = abs(exposed(1/3, w_buckled))**2 / abs(exposed(0, w_buckled))**2

contrast = f_ge / f_si - 1
exchange_zero = brentq(lambda t: 0.5 + EXCHANGE * x_ge * t * contrast
                       - t * (1 + (1 - EXCHANGE) * x_ge * contrast), 0, 1)
assert abs(exchange_zero - 0.5 / (RATIO - EXCHANGE)) < 1e-9


def leaky_layers(deposit):
    first = (1 - np.exp(-LEAK * deposit)) / LEAK
    return [first, deposit - first]


leak_zero = brentq(lambda t: amplitude(leaky_layers(t)).real, 0.1, 0.9)
ode = solve_ivp(lambda t, y: [1 - LEAK * y[0], LEAK * y[0]], (0, leak_zero),
                [0, 0], rtol=1e-9, atol=1e-11)
assert np.allclose(ode.y[:, -1], leaky_layers(leak_zero), atol=1e-7)

other_dips = [strain_dip, dispersion_dip, vibration_dip]
assert all(buckled_dip[1] > d[1] for d in other_dips)
other_places = [d[0] for d in other_dips] + [exchange_zero, leak_zero]
assert all(abs(buckled_dip[0] - 1/3) > abs(p - 1/3) for p in other_places)

site_density = 2 / (A_SI * 1e-7)**2
first_zero = zeros[0]
print(f"amplitude ratio r: {RATIO}")
print(f"substrate sum: {substrate:.6f} f")
print("zeros in perfect growth:", np.round(zeros, 4), "layers")
print(f"first zero for r = 1: {zeros_equal[0]:.4f} layers")
print("intensity at 0, 1, 2 layers:", np.round(full_layer_intensity, 4), "f^2")
print(f"island surface, specular: {specular_islands:.1e} f^2")
print(f"island surface, diffuse: {diffuse_islands:.4f} f^2 per site")
print(f"random deposition, deposit at zero: {random_zero:.4f} layers")
print(f"random deposition, first-layer coverage: {random_first:.4f}")
print(f"Si lattice constant: {A_SI} nm; Ge (rough): {A_GE} nm")
print(f"layer spacing: {spacing:.4f} nm")
print(f"anti-Bragg q: {q:.2f} nm^-1")
print(f"photon energy: {PHOTON_KEV} keV; wavelength: {wavelength:.4f} nm")
print(f"grazing angle: {np.degrees(np.arcsin(sin_angle)):.2f} degrees")
print(f"form factor Si: {f_si:.2f} electrons")
print(f"form factor Ge: {f_ge:.2f} electrons")
print(f"Ge fraction x for r = 1.5: {x_ge:.3f}")
print(f"mean alloy form factor: {f_alloy:.2f} electrons")
print(f"sites per layer: {site_density:.3e} cm^-2")
print(f"atoms deposited at zero: {first_zero * site_density:.3e} cm^-2")
print(f"nominal thickness at zero: {first_zero * spacing:.4f} nm")
print(f"growth rate: {GROWTH_RATE} nm/s")
print(f"time to zero: {first_zero * spacing / GROWTH_RATE:.2f} s")
print("Neglected effects (rough inputs); left = minimum / starting intensity")
print(f"attenuation length: {ABSORPTION_NM:.0e} nm; loss per layer: {damping:.1e}")
print(f"absorption shift of zero: {first_zero - 1/3:.1e} layers")
print(f"C12/C11: {C12_OVER_C11}; misfit: {100*misfit:.2f} %")
print(f"extra layer spacing: {100*strain_z:.2f} %; phase: {chi_strain:.3f} rad")
print(f"strain: minimum at {strain_dip[0]:.4f}, left {100*strain_dip[1]:.2f} %")
print(f"dispersion Si: {DISP_SI}, Ge: {DISP_GE} electrons")
print(f"complex ratio: {ratio_c:.4f}")
print(f"dispersion: minimum at {dispersion_dip[0]:.4f}, "
      f"left {100*dispersion_dip[1]:.4f} %")
print(f"temperature: {TEMPERATURE} K; Debye bulk, surface: "
      f"{DEBYE_BULK}, {DEBYE_SURFACE} K")
print(f"extra mean-square motion: {extra_u2:.2e} nm^2; factor {w_vibration:.4f}")
print(f"vibration: minimum at {vibration_dip[0]:.4f}")
print(f"exchanged Ge fraction: {EXCHANGE}; zero at {exchange_zero:.4f}")
print(f"second-layer sticking: {LEAK}; zero at deposit {leak_zero:.4f} layers")
print(f"second-layer coverage there: {leaky_layers(leak_zero)[1]:.4f}")
print(f"dimer buckling: {BUCKLING} nm; phase: {q*BUCKLING:.3f} rad")
print(f"mean factor of buckled atoms: {w_buckled:.4f}")
print(f"buckling: minimum at {buckled_dip[0]:.4f}, left {100*buckled_dip[1]:.2f} %")
print(f"buckling: left at one-third coverage {100*buckled_at_third:.2f} %")
print("all good")
```

Output:

```
amplitude ratio r: 1.5
substrate sum: 0.500001 f
zeros in perfect growth: [0.3333 1.6667 2.3333 3.6667] layers
first zero for r = 1: 0.5000 layers
intensity at 0, 1, 2 layers: [0.25 1.   0.25] f^2
island surface, specular: 1.8e-12 f^2
island surface, diffuse: 0.5000 f^2 per site
random deposition, deposit at zero: 0.5493 layers
random deposition, first-layer coverage: 0.4227
Si lattice constant: 0.5431 nm; Ge (rough): 0.566 nm
layer spacing: 0.1358 nm
anti-Bragg q: 23.14 nm^-1
photon energy: 9.0 keV; wavelength: 0.1378 nm
grazing angle: 14.69 degrees
form factor Si: 9.93 electrons
form factor Ge: 26.08 electrons
Ge fraction x for r = 1.5: 0.307
mean alloy form factor: 14.89 electrons
sites per layer: 6.781e+14 cm^-2
atoms deposited at zero: 2.260e+14 cm^-2
nominal thickness at zero: 0.0453 nm
growth rate: 0.01 nm/s
time to zero: 4.53 s
Neglected effects (rough inputs); left = minimum / starting intensity
attenuation length: 1e+05 nm; loss per layer: 5.4e-06
absorption shift of zero: 8.9e-07 layers
C12/C11: 0.38; misfit: 1.30 %
extra layer spacing: 2.28 %; phase: 0.072 rad
strain: minimum at 0.3325, left 0.51 %
dispersion Si: (0.2+0.3j), Ge: (-1.5+0.7j) electrons
complex ratio: 1.4385-0.0008j
dispersion: minimum at 0.3476, left 0.0000 %
temperature: 700.0 K; Debye bulk, surface: 540.0, 380.0 K
extra mean-square motion: 1.27e-04 nm^2; factor 0.9666
vibration: minimum at 0.3294
exchanged Ge fraction: 0.05; zero at 0.3448
second-layer sticking: 0.1; zero at deposit 0.3451 layers
second-layer coverage there: 0.0059
dimer buckling: 0.07 nm; phase: 1.620 rad
mean factor of buckled atoms: 0.4756-0.4994j
buckling: minimum at 0.3882, left 3.91 %
buckling: left at one-third coverage 5.83 %
all good
```
